# Square-root advance of a carbon-depletion front under plasma radicals

## The error in scaling damage with time

A porous organosilicate film owes part of its low permittivity to methyl groups bonded to silicon. Radicals from a plasma enter the pores and remove these groups. Suppose that 5 s of exposure depletes 31.6 nm of the film. Scaling in proportion to time predicts $12\times31.6\approx379$ nm after 60 s. If radicals must diffuse through the layer already depleted, and nothing else limits them, the depth is 109.5 nm. The linear estimate is too large by a factor of about 3.5.

The reverse mistake is also possible. The square-root law behind the second number needs a fast front reaction and negligible radical loss on the way. Without these conditions it too gives wrong depths.

## Model and conventions

The film occupies $x>0$, with its exposed surface at $x=0$. It is thicker than any depth considered, and the problem is one-dimensional. Ions and photons are left out.

- $c(x,t)$ is the number of radicals per volume of film, pores and skeleton together. If the pore gas holds $n_g$ radicals per pore volume and the porosity is $\phi$, then $c=\phi n_g$.
- $D$ is the diffusivity in depleted material, defined by the flux $J=-D\,\partial c/\partial x$, positive into the film.
- $N$ is the number of methyl groups per film volume before exposure.
- $\nu$ is the mean number of radicals consumed per group removed.
- $X(t)$ is the front depth, with $X(0)=0$. Carbon is absent for $x<X$ and intact for $x>X$.

The plasma holds $c(0,t)=c_0$ constant, and $D$ is constant. The dimensionless ratio

$$\varepsilon=\frac{c_0}{\nu N}$$

compares the radicals present in a volume at surface density with the number needed to deplete that volume. A dilute gas is attacking a dense solid, so $\varepsilon\ll1$.

## The ideal law

**Balance at the front.** When the front advances by $dX$, it removes $N\,dX$ groups per unit area and uses $\nu N\,dX$ radicals. These arrive by diffusion during $dt$, so

$$\nu N\frac{dX}{dt}=J(X)=-D\left.\frac{\partial c}{\partial x}\right|_{x=X}. \tag{1}$$

**Profile behind the front.** If depleted material destroys no radicals, $\partial c/\partial t=D\,\partial^2c/\partial x^2$. Quasisteady means that the left side is dropped: the profile adjusts to the present value of $X$ much faster than $X$ changes. Then $\partial^2c/\partial x^2=0$ and $c$ is linear in $x$. A very fast front reaction consumes every arriving radical and holds $c(X)=0$. With $c(0)=c_0$,

$$c=c_0\left(1-\frac{x}{X}\right),\qquad J=\frac{Dc_0}{X}. \tag{2}$$

The slope of $c$ is negative, so the flux is positive, toward the front.

**Integration.** Inserting (2) in (1) and multiplying by $X/(\nu N)$ gives

$$X\frac{dX}{dt}=\frac{Dc_0}{\nu N}.$$

The left side is $\tfrac12\,d(X^2)/dt$. Integrating from $X(0)=0$,

$$\boxed{X^2=Bt,\qquad B=\frac{2Dc_0}{\nu N}=2D\varepsilon.} \tag{3}$$

The factor 2 comes from $\tfrac12\,d(X^2)/dt$. The thicker the depleted layer, the weaker the concentration gradient that feeds the front. Doubling the depth takes four times the exposure, and the speed is $dX/dt=B/(2X)=X/(2t)$.

Two extensions follow from the same integral. A layer of depth $X_0$ already depleted at the start gives $X^2=X_0^2+Bt$. If the supply $c_0(t)$ varies slowly compared with the diffusion time $X^2/D$, then

$$X^2=\frac{2D}{\nu N}\int_0^t c_0(t')\,dt',$$

so the depth grows as the square root of the time-integrated surface density.

The speed in (3) diverges as $t\to0$. This comes from assuming an infinitely fast front reaction, and a finite rate removes it below.

## Does the quasisteady step matter?

Now keep $\partial c/\partial t$. The equation and boundary values contain no fixed length, which suggests $c=c_0f(\eta)$ with $\eta=x/(2\sqrt{Dt})$ and a front at constant $\eta=\lambda$, that is, $X=2\lambda\sqrt{Dt}$. Since $\partial\eta/\partial t=-\eta/(2t)$,

$$\frac{\partial c}{\partial t}=-\frac{c_0\eta f'}{2t},\qquad D\frac{\partial^2c}{\partial x^2}=\frac{c_0f''}{4t},$$

and therefore $f''=-2\eta f'$. One integration gives $f'\propto e^{-\eta^2}$. A second, with $f(0)=1$ and $f(\lambda)=0$, gives

$$f=1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda},\qquad f'(\lambda)=-\frac{2e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda}.$$

The two sides of (1) are now

$$\nu N\frac{dX}{dt}=\nu N\lambda\sqrt{\frac Dt},\qquad J(X)=-\frac{Dc_0f'(\lambda)}{2\sqrt{Dt}}=c_0\sqrt{\frac Dt}\,\frac{e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda}.$$

The time dependence cancels, which confirms the assumed form and leaves

$$\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon. \tag{4}$$

The left side rises steadily from zero to infinity, so each $\varepsilon>0$ has one root. The square root of time survives at any $\varepsilon$; storage of radicals changes the prefactor.

For small $\lambda$, $\operatorname{erf}\lambda\approx(2/\sqrt\pi)(\lambda-\lambda^3/3)$ and $e^{\lambda^2}\approx1+\lambda^2$. Equation (4) becomes $2\lambda^2(1+\tfrac23\lambda^2)\approx\varepsilon$. In the correction we may put $\lambda^2\approx\varepsilon/2$, so $\lambda^2\approx(\varepsilon/2)(1-\varepsilon/3)$ and

$$X\approx\sqrt{Bt}\left(1-\frac{\varepsilon}{6}\right).$$

The front lags slightly because some radicals are spent on filling the growing layer.

At $\varepsilon=0.5$, far outside the dilute regime, the root of (4) gives 0.9296 of the quasisteady depth. A moving-boundary simulation at this $\varepsilon$, started from the different profile $c_0(1-x/X)^3$, tests whether the similarity solution is approached. It settles to $(X/D)\,dX/dt=0.43205$, in agreement with the value $2\lambda^2$ that follows from $X=2\lambda\sqrt{Dt}$.

## Does the front have to be sharp?

Replace the imposed front by a reaction spread through the volume. Let $n(x,t)$ be the remaining methyl density, $k_2$ a second-order rate constant, and $D$ the same in intact and depleted material. With quasisteady radicals,

$$\frac{\partial n}{\partial t}=-\frac{k_2}{\nu}cn,\qquad D\frac{\partial^2c}{\partial x^2}=k_2cn. \tag{5}$$

Define the dimensionless local exposure $e(x,t)=(k_2/\nu)\int_0^tc\,dt'$. The first equation integrates to $n=Ne^{-e}$. In the second, $k_2cn=-\nu\,\partial n/\partial t$. Integrating it over time therefore gives

$$D\,\frac{\nu}{k_2}\frac{\partial^2e}{\partial x^2}=\nu(N-n)=\nu N(1-e^{-e}).$$

With the reaction length $\delta=\sqrt{D/(k_2N)}$, this is

$$\delta^2\frac{\partial^2e}{\partial x^2}=1-e^{-e}.$$

Multiply by $\partial e/\partial x$. Both sides become derivatives with respect to $x$. Deep in the film $e$ and its slope vanish, which fixes the constant:

$$\frac{\delta^2}{2}\left(\frac{\partial e}{\partial x}\right)^2=e-1+e^{-e}. \tag{6}$$

A smooth profile needs a definition of depth. The equivalent depth is the thickness of fully depleted film that would lack the same amount of carbon:

$$X_{\rm eq}=\int_0^\infty\left(1-\frac nN\right)dx=\delta^2\int_0^\infty\frac{\partial^2e}{\partial x^2}dx=-\delta^2\left.\frac{\partial e}{\partial x}\right|_{x=0}.$$

At the surface $e=\tau$, where $\tau=k_2c_0t/\nu$. The slope there is negative, so (6) gives $X_{\rm eq}^2=2\delta^2(\tau-1+e^{-\tau})$. Because $2\delta^2\tau=2Dc_0t/(\nu N)=Bt$,

$$X_{\rm eq}^2=Bt-2\delta^2(1-e^{-\tau}). \tag{7}$$

For $\tau\gg1$ the departure from (3) is a constant offset in the squared depth. For $\tau\ll1$, $\tau-1+e^{-\tau}\approx\tau^2/2$ and $X_{\rm eq}\approx\delta\tau$, which is linear in time: carbon is then being removed from a zone of fixed thickness near the surface.

Equation (6) also gives the width of the transition. The distance between the points with 10 % and 90 % of the carbon remaining is

$$w=\delta\int_{-\ln0.9}^{-\ln0.1}\frac{de}{\sqrt{2(e-1+e^{-e})}}\approx3.447\,\delta.$$

Time does not appear, provided the surface has less than 10 % carbon left, so that both points exist. The transition moves inward without broadening, and its width relative to the depth falls as $t^{-1/2}$ at late times.

A time-stepped solution of (5), with no front imposed, tests both results. At $\tau=1$ it gives $X_{\rm eq}/\delta=0.8579$, against 0.8578 from (7); at $\tau=400$ both give 28.2489. Its widths at $\tau=10$, 100 and 400 lie between 3.447 and 3.449 in units of $\delta$.

## Slow front reaction and loss on the way

Return to a sharp front, with intact material now impermeable to radicals. This is a different picture of the reaction from (5), and the two are not to be added together. In a film with open pores the intact material is permeable, so a slow reaction there is described by (5). The length $A$ below, and every result that contains it, belongs to the impermeable picture or to a surface barrier. Two processes are restored:

- The front consumes radicals at the finite rate $kc(X)$ per area, where $k$ has the unit of a speed.
- Depleted material destroys radicals at the rate $k_rc$ per volume, for example by recombination on pore walls.

The quasisteady equation is $D\,\partial^2c/\partial x^2=k_rc$, with decay length $L=\sqrt{D/k_r}$. Its solution with $J(X)=kc(X)$ is

$$c=c(X)\left[\cosh\frac{X-x}{L}+\frac{kL}{D}\sinh\frac{X-x}{L}\right].$$

To check the flux, note that at $x=X$ the slope of the cosh term is zero and that of the sinh term is $-1/L$. Hence $J(X)=D\,c(X)\,(kL/D)/L=kc(X)$, as required. Radicals stored at the moving front would change this balance by a relative amount of at most about $\varepsilon$, which is neglected.

Setting $c(0)=c_0$ gives $c(X)$, and the front balance becomes

$$\nu N\frac{dX}{dt}=\frac{kc_0}{\cosh(X/L)+(kL/D)\sinh(X/L)}.$$

Multiply by the denominator, divide by $\nu N$ and integrate from zero:

$$L\sinh\frac XL+\frac{kL^2}{D}\left(\cosh\frac XL-1\right)=\frac{kc_0t}{\nu N}.$$

Multiplying by $A=2D/k$ turns the right side into $Bt$. With $\cosh u-1=2\sinh^2(u/2)$,

$$\boxed{AL\sinh\frac XL+4L^2\sinh^2\frac X{2L}=Bt.} \tag{8}$$

**No loss.** As $L\to\infty$, (8) becomes

$$X^2+AX=Bt. \tag{9}$$

For $X\ll A$ the front moves at the constant speed $B/A=kc_0/(\nu N)$, which removes the divergence noted earlier. For $X\gg A$, completing the square gives $X\approx\sqrt{Bt}-A/2$. A barrier at the film surface acts in the same way. If it passes a flux $h[c_0-c(0)]$, the resistances add in series, $c_0=J(1/h+X/D+1/k)$, and $A$ in (9) becomes $2D(1/k+1/h)$. This substitution is exact only without loss. In (8), with $k$ and $h$ both finite, it omits a term of relative size $D^2/(khL^2)$, which is small when $D/k$ and $D/h$ are both small compared with $L$.

**Fast front with loss.** As $A\to0$,

$$X=L\,\operatorname{arccosh}\left(1+\frac{Bt}{2L^2}\right). \tag{10}$$

For $X\ll L$, expanding the cosh gives $X^2+X^4/(12L^2)\approx Bt$, so the square root is recovered. For $X\gg L$, $\operatorname{arccosh}z\approx\ln2z$ gives $X\approx L\ln(Bt/L^2)$. Few radicals survive the passage, and each doubling of the exposure adds the fixed depth $L\ln2$.

The square-root law therefore occupies the window $A\ll X\ll L$. If $A$ and $L$ are not well separated, no clean window exists.

Laws (8), (9) and (10) were tested at a depth of 150 nm by solving for the radical profile on a grid at many front positions and integrating the resulting front speeds. The largest relative difference in exposure time was $9\times10^{-7}$.

## The local exponent

One way to test data against a power law is to take the slope of $\ln X$ against $\ln t$. Differentiating (8) gives $[A\cosh(X/L)+2L\sinh(X/L)]\,dX/dt=B$, so

$$\frac{d\ln X}{d\ln t}=\frac{Bt}{X\,[A\cosh(X/L)+2L\sinh(X/L)]}.$$

Without loss this is $(X+A)/(2X+A)\approx\tfrac12+A/(4X)$ for $X\gg A$. With loss and a fast front it is $\tfrac12-X^2/(24L^2)$ to leading order in $X/L$. The barrier raises the exponent and loss lowers it. At this order the two shifts cancel when

$$X^3=6AL^2. \tag{11}$$

Equation (11) belongs to the sharp-front picture. For the volume reaction, (7) gives a late-time upward shift of about $\delta^2/X^2$ instead of $A/(4X)$, and the cancellation with loss moves to $X^4\approx24\,\delta^2L^2$. In either picture, a measured slope of one half at a single depth is not proof of the ideal law.

## Worked example

The inputs are round model parameters: $c_0=3\times10^{19}$ m⁻³, $N=10^{28}$ m⁻³, $\nu=3$, $D=10^{-7}$ m²/s, $k=20$ m/s and $k_r=10^7$ s⁻¹. Then

$$\varepsilon=\frac{3\times10^{19}}{3\times10^{28}}=10^{-9},\qquad B=2(10^{-7})(10^{-9})=2\times10^{-16}\ \text{m}^2/\text{s}=200\ \text{nm}^2/\text{s},$$

$$A=\frac{2\times10^{-7}}{20}\ \text{m}=10\ \text{nm},\qquad L=\sqrt{\frac{10^{-7}}{10^7}}\ \text{m}=100\ \text{nm}.$$

These values illustrate the laws and are not fitted to a film. $N=10^{28}$ m⁻³ corresponds to about one methyl group per silicon at a density near 1.2 g/cm³, the upper end for an organosilicate. Lengths of 5 to 10 nm span only a few diameters of nanometre-sized pores, so the continuum description is marginal at the shortest times. The depths in nm, and the local exponent of the full law (8), are:

| $t$ (s) | ideal (3) | barrier (9) | loss (10) | both (8) | exponent |
|---|---|---|---|---|---|
| 1 | 14.1 | 10.0 | 14.1 | 10.0 | 0.67 |
| 5 | 31.6 | 27.0 | 31.5 | 26.9 | 0.57 |
| 20 | 63.2 | 58.4 | 62.2 | 57.5 | 0.52 |
| 60 | 109.5 | 104.7 | 104.7 | 99.9 | 0.48 |
| 240 | 219.1 | 214.1 | 189.5 | 184.6 | 0.40 |
| 3600 | 848.5 | 843.5 | 430.4 | 425.5 | 0.23 |

**Quasisteadiness.** At 60 s the ideal depth is $\sqrt{200\times60}=109.5$ nm. The diffusion time across it is $X^2/D=1.2\times10^{-7}$ s, against 60 s of exposure. The prefactor correction $\varepsilon/6$ is about $2\times10^{-10}$, so the quasisteady step is harmless here.

**Barrier.** At 1 s the barrier dominates the error: the depth is 10.0 nm instead of 14.1 nm. Later it costs close to $A/2=5$ nm, as (9) predicts, which matters less and less relative to the depth.

**Loss.** At 1 s loss is barely visible. At 3600 s it halves the depth. The logarithmic estimate is $100\ln(200\times3600/100^2)=100\ln72\approx428$ nm, close to the 430 nm of (10). Each further doubling of time would add 68 to 69 nm, approaching the limit $L\ln2\approx69.3$ nm.

**Exponent.** The exponent falls through one half between 20 s and 60 s. Equation (11) estimates the crossing at $X=(6\times10\times100^2)^{1/3}\approx84$ nm, between the tabulated depths of 57 and 100 nm; the exponent of the full law (8) crosses one half at about 80 nm, near 38 s. Here $L/A$ is only 10, so the slope passes through one half without staying there. At 60 s the slope is nearly ideal, yet the depth is 9 % below the ideal value.

**Time to reach 100 nm.** The ideal law gives $100^2/200=50$ s. In the full law, $AL\sinh1=1175$ nm² and $4L^2\sinh^2(0.5)=10\,862$ nm². Their sum divided by 200 nm²/s is 60.2 s, about 20 % longer than the ideal time.

**Sharpness.** In the separate picture of a volume reaction, take $\delta=5$ nm. The transition is 17 nm wide, about 16 % of the depth at 60 s. The equivalent depth is nevertheless $\sqrt{12\,000-50}=109.3$ nm, about 0.2 % below the ideal value. The amount of carbon lost can thus follow the square-root law closely while the profile is visibly rounded. This $\delta$ gives the same initial speed as a sharp front with $k=D/\delta=20$ m/s, yet it costs 0.2 nm at 60 s rather than nearly 5 nm. The late-time cost of a slow reaction depends on which picture applies.

**Demand on repair.** The ideal front at 60 s has removed $NX=10^{28}\times1.095\times10^{-7}\approx1.1\times10^{21}$ methyl groups per m². If each repair molecule restores one group, at least this many must react per unit area for full restoration. In the square-root regime this demand also grows as $\sqrt t$: halving the exposure reduces it by a factor $\sqrt2$, not 2. This holds within the model, with constant $D$ and $c_0$ and radicals as the only cause of damage; ions, photons or a change of the pores during exposure can alter the scaling in a real film.

The numerical output below gives the tabulated depths and exponents with further digits.

## Values computed for the example and the checks

```
surface radical density c0 = 3.0e+19 m^-3
methyl density N = 1.0e+28 m^-3; radicals per group nu = 3
diffusivity D = 1.0e-07 m^2/s
front rate k = 20 m/s; loss rate k_r = 1.0e+07 s^-1
eps = c0/(nu N) = 1.00e-09 (no unit)
B = 200.0 nm^2/s = 2.00e-16 m^2/s
A = 10.00 nm; L = 100.0 nm; B/A = 20.0 nm/s
prefactor shift eps/6 = 1.67e-10 (no unit)
depths in nm: ideal | barrier only | loss only | both | exponent
t =      1 s:   14.14 |   10.00 |   14.13 |    9.99 | 0.666
t =      5 s:   31.62 |   27.02 |   31.49 |   26.90 | 0.574
t =     20 s:   63.25 |   58.44 |   62.24 |   57.46 | 0.523
t =     60 s:  109.54 |  104.66 |  104.70 |   99.85 | 0.481
t =    240 s:  219.09 |  214.15 |  189.46 |  184.58 | 0.400
t =   3600 s:  848.53 |  843.54 |  430.39 |  425.51 | 0.229
time to 100 nm, ideal: 50.00 s
time to 100 nm, both: 60.18 s
ideal front speed at 60 s: 0.9129 nm/s
diffusion time X^2/D at 60 s: 1.20e-07 s
depth added per time doubling, L ln 2: 69.31 nm
10-90 % width / delta: formula 3.4474
  simulated width / delta at tau = 10: 3.4481
  simulated width / delta at tau = 100: 3.4478
  simulated width / delta at tau = 400: 3.4482
for delta = 5.0 nm: width = 17.24 nm
  equivalent depth at 60 s = 109.32 nm
depth/delta at tau = 1: simulated 0.8579, formula 0.8578
depth/delta at tau = 10: simulated 4.2427, formula 4.2427
depth/delta at tau = 100: simulated 14.0712, formula 14.0712
depth/delta at tau = 400: simulated 28.2489, formula 28.2489
simulated exponent, tau 100 to 400: 0.5027
eps = 0.5: (X/D)dX/dt simulated 0.43205, formula 0.43205
eps = 0.5: true/quasisteady depth = 0.9296
eps = 0.01: true/quasisteady depth = 0.998340
largest relative error of the depth-time laws: 8.9e-07
late-time ratio for an added L ln 2: 2.0006
early speed from profiles: 19.980 nm/s
```
